# Fröhlich-phonon energy loss and the mean-loss field for electron runaway

Suppose the friction on an electron in an oxide is described by a constant mobility. The friction then grows in proportion to the drift speed, and a steady state exists at every field, however high. Such a description cannot contain runaway. Friction from polar lattice vibrations behaves differently: per unit path it rises to a maximum and then falls as the electron gains energy. If the field's force exceeds that maximum, motion along the field has no energy balance.

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge are 1. The electron has band mass $m$, wave number $k$, energy $E=k^2/2m$ and speed $v=k/m$. The lattice has one longitudinal optical mode of frequency $\omega$, independent of wave vector, and is initially in its ground state. With static and high-frequency dielectric constants $\epsilon_s$ and $\epsilon_\infty$, define

$$\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s},\qquad x=\frac E\omega .$$

To leading order in the coupling, the mean energy loss per unit path for $x>1$ is

$$S(E)=\kappa m\omega\,g(x),\qquad g(x)=\frac{\operatorname{arcosh}\sqrt x}{x}. \tag{1}$$

For $x<1$ the electron cannot pay for a phonon, and $S=0$.

## First derivation: counting emitted phonons

**The coupling.** Let electrons sit at positions $\mathbf r_j$ in a volume $\Omega$, and write $\rho_q=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. A harmonic mode coupled linearly to them has the Hamiltonian

$$\omega a_q^\dagger a_q+V_qa_q\rho_q+V_q^*a_q^\dagger\rho_q^* .$$

For fixed electrons, completing the square gives

$$\omega\Big(a_q^\dagger+\frac{V_q\rho_q}{\omega}\Big)\Big(a_q+\frac{V_q^*\rho_q^*}{\omega}\Big)-\frac{|V_q|^2|\rho_q|^2}{\omega}.$$

For two electrons, $|\rho_q|^2=2+2\cos\mathbf q\cdot(\mathbf r_1-\mathbf r_2)$. The lattice therefore adds $-2|V_q|^2/\omega$ to the coefficient of the cosine in their interaction. It must change the electronically screened coefficient $4\pi/(\Omega\epsilon_\infty q^2)$ into the static one, $4\pi/(\Omega\epsilon_sq^2)$. Hence

$$\frac{2|V_q|^2}{\omega}=\frac{4\pi\kappa}{\Omega q^2},\qquad |V_q|^2=\frac{2\pi\omega\kappa}{\Omega q^2}. \tag{2}$$

**The emission rate.** Emission takes the electron from $\mathbf k$ to $\mathbf k-\mathbf q$. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, the electron's energy falls by $kq\mu/m-q^2/2m$. The golden rule gives

$$W=2\pi\sum_{\mathbf q}|V_q|^2\,\delta\!\left(\frac{kq\mu}{m}-\frac{q^2}{2m}-\omega\right).$$

Replace the sum by $(\Omega/4\pi^2)\int q^2dq\int d\mu$. The factor $q^2$ cancels the one in (2), and the constants combine to $2\pi\cdot2\pi\omega\kappa/4\pi^2=\kappa\omega$. The integral over $\mu$ gives $m/(kq)$ if the required $\mu$ does not exceed 1:

$$W=\kappa\omega\frac mk\int_{q_-}^{q_+}\frac{dq}{q}. \tag{3}$$

The condition $\mu\le1$ reads $q^2-2kq+2m\omega\le0$, so

$$q_\pm=k\pm k',\qquad k'=\sqrt{k^2-2m\omega}.$$

Here $k'$ is the wave number after emission. Since $q_+q_-=2m\omega$,

$$\frac{q_+}{q_-}=\frac{(k+k')^2}{2m\omega}=\left(\sqrt x+\sqrt{x-1}\right)^2 .$$

The logarithm of the bracket is $\operatorname{arcosh}\sqrt x$, and therefore

$$W=\frac{2\kappa\omega}{v}\operatorname{arcosh}\sqrt x .$$

**The loss and its maximum.** Each emission costs $\omega$, and the electron covers $v$ per unit time. With $v^2=2x\omega/m$,

$$S=\frac{\omega W}{v}=\frac{2\kappa\omega^2}{v^2}\operatorname{arcosh}\sqrt x=\kappa m\omega\frac{\operatorname{arcosh}\sqrt x}{x}.$$

To find the maximum, put $\sqrt x=\cosh u$ with $u>0$, so that $g=u/\cosh^2u$ and

$$\frac{dg}{du}=\frac{1-2u\tanh u}{\cosh^2u}.$$

The product $u\tanh u$ rises from zero without limit, so the derivative changes sign once, from positive to negative. The single maximum obeys

$$u_*\tanh u_*=\tfrac12,\qquad x_*=\cosh^2u_* .$$

Using $1/\cosh^2u_*=1-\tanh^2u_*$ and $\tanh u_*=1/(2u_*)$,

$$g_*=u_*-\frac1{4u_*}.$$

Numerically $u_*=0.7717$, $x_*=1.7235$ and $g_*=0.4477$. The peak loss is

$$F_*=0.4477\,\kappa m\omega. \tag{4}$$

**Two limits.** Just above onset, $\sinh u=\sqrt{x-1}$ is small, so $g\simeq\sqrt{x-1}$: few final states are available. At high energy $\sqrt x+\sqrt{x-1}\simeq2\sqrt x$, and $g\simeq\ln(4x)/(2x)$. The range of possible momentum transfers widens, but this gives only a logarithm, while the loss per path carries the factor $1/v^2$. The maximum lies between these trends.

## Second derivation: absorption by the dielectric

This route does not use phonon operators or the coupling (2). It obtains the lattice's ability to take up energy from its response to a weak test charge.

**Absorption calculated from the response.** Let a test density of electrons vary as

$$n(\mathbf r,t)=n_0e^{i(\mathbf q\cdot\mathbf r-\nu t)}+\text{complex conjugate}.$$

The potential energy that the medium induces for an electron is

$$U_{\rm ind}=2n_0\frac{4\pi}{q^2}\operatorname{Re}\left[\left(\frac1{\epsilon(\nu)}-1\right)e^{i(\mathbf q\cdot\mathbf r-\nu t)}\right].$$

The interaction energy is $\int nU\,d^3r$, and its explicit time dependence supplies power $\int(\partial n/\partial t)U_{\rm ind}\,d^3r$. Averaging over a cycle gives

$$P=\frac{8\pi\Omega n_0^2\nu}{q^2}L(\nu),\qquad L(\nu)=\operatorname{Im}\left[-\frac1{\epsilon(\nu)}\right].$$

**The same absorption calculated from transitions.** Expand the medium's potential operator as $U(\mathbf r)=\sum_{\mathbf q}U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The part of the perturbation that varies as $e^{-i\nu t}$ is $n_0\Omega U_{-\mathbf q}$. With medium energies $E_j$ measured from the ground state, the golden rule gives

$$P=2\pi\nu n_0^2\Omega^2B(q,\nu),\qquad B=\sum_j|\langle j|U_{-\mathbf q}|0\rangle|^2\delta(E_j-\nu).$$

Equating the two powers yields

$$B(q,\nu)=\frac{4L(\nu)}{\Omega q^2}. \tag{5}$$

**The moving electron.** In the potential acting on the electron, $U_{-\mathbf q}$ is multiplied by $e^{-i\mathbf q\cdot\mathbf r}$, which takes the electron from $\mathbf k$ to $\mathbf k'=\mathbf k-\mathbf q$. Sum over final wave vectors instead of over $\mathbf q$:

$$W=2\pi\Omega\int\frac{d^3k'}{(2\pi)^3}\int d\nu\,\frac{4L(\nu)}{\Omega q^2}\,\delta\!\left(E-\nu-\frac{k'^2}{2m}\right).$$

The delta function fixes $k'=\sqrt{2m(E-\nu)}$, and the radial integral gives $mk'$. With $c$ the cosine of the scattering angle, the remaining angular integral is

$$\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac1{kk'}\ln\frac{k+k'}{k-k'} .$$

The constants are $2\pi\cdot4\cdot2\pi m/(8\pi^3)=2m/\pi$. Weighting each event by its energy $\nu$ and dividing by $v$,

$$S=\frac{2}{\pi v^2}\int_0^E d\nu\,\nu L(\nu)\ln\frac{k+k'}{k-k'} . \tag{6}$$

**One optical mode.** A damped lattice oscillator with transverse frequency $\omega_T$ has

$$\epsilon(\nu)=\epsilon_\infty+\frac{(\epsilon_s-\epsilon_\infty)\omega_T^2}{\omega_T^2-\nu^2-i\gamma\nu}
=\epsilon_\infty\frac{\omega^2-\nu^2-i\gamma\nu}{\omega_T^2-\nu^2-i\gamma\nu},$$

where $\omega^2=\omega_T^2\epsilon_s/\epsilon_\infty$. Inverting, and writing the numerator as $(\omega^2-\nu^2-i\gamma\nu)-(\omega^2-\omega_T^2)$,

$$L(\nu)=\frac{\omega^2-\omega_T^2}{\epsilon_\infty}\operatorname{Im}\frac1{\omega^2-\nu^2-i\gamma\nu}.$$

The prefactor equals $\kappa\omega^2$. For vanishing damping the imaginary part tends to $\pi\delta(\nu^2-\omega^2)=(\pi/2\omega)\delta(\nu-\omega)$ at positive $\nu$. Thus

$$L(\nu)=\frac{\pi\kappa\omega}{2}\delta(\nu-\omega). \tag{7}$$

Put this in (6) and let $r=k'/k=\sqrt{1-1/x}$. The logarithm is $2\operatorname{artanh}r$, and $v^2=2x\omega/m$, so

$$S=\kappa m\omega(1-r^2)\operatorname{artanh}r .$$

This is (1), because $r=\tanh u$ when $\sqrt x=\cosh u$. The maximum follows from

$$\frac{d}{dr}\left[(1-r^2)\operatorname{artanh}r\right]=1-2r\operatorname{artanh}r=0 .$$

It is the earlier condition in another variable. At the maximum, $r=1/(2u_*)=0.648$: an emission leaves the electron with 65% of its speed.

As a numerical test, (6) was evaluated with $\gamma=10^{-4}\omega$ at $x=1.7$ and $x=4$. It agreed with (1) to within 0.3% of (1).

## What each derivation assumes

The first derivation assumes a harmonic, undamped mode and fixes its coupling from static screening. The second assumes linear response with a dielectric function independent of $q$. Equation (6) also accepts damping and several modes. For sharp modes with weights $\kappa_i$ it gives $S=\sum_i\kappa_i m\omega_i g(E/\omega_i)$.

Both treat the moving electron by the golden rule between plane waves in a parabolic band. Their agreement therefore checks the coupling and the integration, but not the weak-coupling approximation. That requires the emission rate to be small compared with $\omega$, so that the electron's energy is well defined on the scale of a phonon.

## From maximum loss to runaway

Let $F$ be the magnitude of the field, which is also the force on the electron in these units. For motion strictly along the field with continuous loss,

$$\frac{dE}{ds}=F-S(E).$$

When $0<F<F_*$ there are two stationary energies. At the lower one $S$ rises with energy, so a small excess is removed. At the upper one $S$ falls, so a small excess grows. An electron starting from rest is held at the lower energy; one injected above the upper energy runs away. For $F>F_*$ neither stationary energy exists. In this restricted sense $F_*$ is the runaway threshold.

Two features of real emission blur it. First, the electron is deflected. At angle $\theta$ to the field its mean energy gain per path is $F\cos\theta-S$, which is at most $F-S$. Its loss of momentum along its own motion, per unit time, follows from $q\mu=(\omega+q^2/2m)/v$:

$$M=\frac{\omega W}{v}+\frac{\kappa\omega m}{vk}\int_{q_-}^{q_+}\frac{dq}{q}\frac{q^2}{2m}.$$

The second term is $\kappa\omega m(q_+^2-q_-^2)/(4k^2)$, and $q_+^2-q_-^2=4kk'$. Hence

$$M=\kappa m\omega\left[g(x)+\sqrt{1-\frac1x}\right],$$

which exceeds $S$. If the directions are nearly isotropic with drift speed $v_d$, momentum balance is $F=Mv_d/v$ and energy balance is $Fv_d=Sv$. Their product gives $F^2=SM$, whose maximum corresponds to $1.59F_*$. There $v_d/v=\sqrt{S/M}$ is about 0.6, which is not small, so this is a rough estimate.

Second, energy leaves in whole phonons. At the peak the electron has $1.72\omega$ and drops to $0.72\omega$ in one event. Some electrons fly far enough between emissions to pass the upper stationary energy even when $F<F_*$. The chance is finite at any nonzero field, but passing that energy does not ensure runaway. Deflection can turn the electron away from the field, and it may then lose its energy again. Even without deflection, a few closely spaced emissions can take it back below the upper stationary energy. That energy is a point of no return only when the loss is continuous and the motion is along the field, and $F_*$ is not a sharp threshold of the full emission process.

## A silica film

Take rough typical values for silica: $\epsilon_\infty=2.1$, $\epsilon_s=3.9$, $m=0.5$ and a phonon energy of 0.15 eV, or $5.51\times10^{-3}$ hartree. Then

$$\kappa=\frac1{2.1}-\frac1{3.9}=0.2198,$$

$$\kappa m\omega=0.2198\times0.5\times5.51\times10^{-3}=6.06\times10^{-4}.$$

This corresponds to 3.115 MV/cm, so

$$F_*=0.4477\times3.115=1.39\ \text{MV/cm}.$$

The peak loss is 0.139 eV/nm, at an electron energy of $1.7235\times0.15=0.259$ eV. By 2 eV the loss has fallen to 0.046 eV/nm. At $F_*/2$ the stable and unstable energies are 0.159 and 1.11 eV.

A Monte Carlo calculation followed 12,000 electrons from rest, with classical flight between emissions drawn from (3). The table gives their mean energy on first reaching two depths; the statistical error at 40 nm is up to about 0.02 eV, so the last digit is uncertain. The last column is the share of the field's work between those depths that is kept as electron energy.

| $F/F_*$ | 20 nm (eV) | 40 nm (eV) | Share |
|---:|---:|---:|---:|
| 0.5 | 0.165 | 0.162 | −0.003 |
| 1.0 | 0.56 | 0.95 | 0.14 |
| 1.5 | 1.88 | 4.42 | 0.61 |
| 2.0 | 3.69 | 8.42 | 0.85 |
| 3.0 | 7.15 | 15.10 | 0.95 |

At half of $F_*$ nearly all electrons are held over these depths. At $F_*$ the mean energy is already rising, below the isotropic estimate of 2.2 MV/cm. The change is gradual. At $1.5F_*$ the continuous collinear model would keep a share of 0.88; the Monte Carlo value is 0.61. The difference comes almost entirely from deflection: discrete emission without deflection leaves the share at about 0.88. Energies of a few eV and above belong to the polar-only, parabolic model and are not predictions for silica, whose gap is roughly 9 eV.

The real case differs in several ways. A rough breakdown field for good silica films is 10 MV/cm, about seven times $F_*$, so $F_*$ must not be read as a breakdown field. For motion along the field, the mean polar loss can balance at most 14% of the force at 10 MV/cm. Nonpolar scattering, omitted here, is understood to limit electron heating in silica at higher energies. The films in the table are also much thicker than the silica layer in a high-k gate stack, which is roughly 1 nm. The mean path per emission at the peak is 1.08 nm, so a mean-loss balance has little meaning in such a layer.

The golden rule itself is strained. At the peak, $W/\omega=1.74$, and the electron wavelength of 3.4 nm exceeds the path between emissions. The value of $F_*$ is thus a scale, with an error that this calculation does not determine. The single-mode description also affects it. With $\kappa$ divided equally, as an assumption, between modes at 0.063 and 0.15 eV, the peak falls to about 0.9 MV/cm. The value depends on the split: at fixed $\kappa$ it is 0.59 MV/cm with all the weight on the lower mode and 1.39 MV/cm with all on the upper one.

Temperature matters much less for the 0.15 eV mode. With phonon occupation $N$, emission is multiplied by $N+1$. Absorption has $k'=\sqrt{k^2+2m\omega}$ and transfers between $k'-k$ and $k'+k$, whose logarithmic ratio is $2\operatorname{arsinh}\sqrt x$. The net loss is

$$S_T=\kappa m\omega\left[(N+1)g(x)-N\frac{\operatorname{arsinh}\sqrt x}{x}\right].$$

At 125 °C, $N=0.013$, and the peak is 0.5% below its zero-temperature value.

Carriers must also be present. For a rough injection barrier $\phi=3.1$ eV, the tunnelling exponent at $F_*$ is

$$2\int_0^{\phi/F_*}\sqrt{2m(\phi-F_*z)}\,dz=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F_*}=189,$$

so tunnelling through this barrier supplies essentially no electrons at that field in a film thicker than $\phi/F_*=22$ nm. In a thinner film the electron tunnels straight through to the other side, and the exponent is smaller: about 13 for 1 nm. An electron starting at rest at the band edge would need at least $9/0.1395=64.5$ nm to gain the gap energy at $F_*$, even without loss.

For hafnia, rough single-mode values $\epsilon_\infty=4.5$, $\epsilon_s=20$, $m=0.2$ and 0.07 eV give a mean-loss field of 0.20 MV/cm. In a stack without interface charge, continuity of $\epsilon_sF$ puts $1.395\times3.9/20=0.27$ MV/cm across the hafnia when the silica is at its own $F_*$. In this model the hafnia therefore passes its mean-loss field first. That ordering is fragile. It reverses if the hafnia mass exceeds about 0.27, or if the two-mode silica value above is used, which puts only 0.18 MV/cm across the hafnia. It does not say which layer breaks down first. The mean path per emission at the peak is 3.4 nm in this hafnia model, so the comparison has little meaning for films only a few nanometres thick. The remaining values are in the numerical output.

## Computed values

```
Peak parameter u*: 0.771702
Peak energy / phonon energy x*: 1.723538
Peak reduced loss g*: 0.447743
Silica eps_inf, eps_static: 2.1, 3.9
Silica mass: 0.5 electron masses; phonon: 0.15 eV
Silica kappa: 0.21978; coupling alpha: 1.480
Force unit kappa*m*omega: 6.0576e-04 hartree/bohr
Force unit as field: 3.115 MV/cm
Length unit 1/(kappa*m): 0.4816 nm
Electron energy at peak loss: 0.2585 eV
Peak loss: 0.1395 eV/nm
Mean-loss threshold F*: 1.395 MV/cm
Loss at 0.2 eV: 0.1283 eV/nm
Loss at 0.5 eV: 0.1131 eV/nm
Loss at 1.0 eV: 0.0748 eV/nm
Loss at 2.0 eV: 0.0460 eV/nm
At F*/2, stable energy: 0.1586 eV
At F*/2, unstable energy: 1.1116 eV
Isotropic estimate / F*: 1.589
Isotropic estimate: 2.216 MV/cm
Isotropic peak energy: 0.305 eV
Monte Carlo: F/F*, mean eV at 20 nm, at 40 nm, error, gain share
  0.5  0.165  0.162  0.001  -0.003
  1.0  0.555  0.954  0.010  0.143
  1.5  1.882  4.421  0.019  0.607
  2.0  3.692  8.424  0.015  0.848
  3.0  7.145  15.101  0.009  0.951
Collinear gain share at 1.5 F*: 0.877
Temperature: 398.15 K; occupation: 0.0128
Thermal peak / cold peak: 0.9948
Second mode: 0.063 eV; kappa divided equally
Two-mode threshold: 0.915 MV/cm
Two-mode peak energy: 0.237 eV
Emission rate*hbar / phonon energy at peak: 1.740
Mean path per emission at peak: 1.076 nm
Electron wavelength at peak: 3.411 nm
Rough gap: 9.0 eV; rough injection barrier: 3.1 eV
Peak energy / gap: 0.0287
Tunnelling exponent at F*: 189.0
Least distance to gain gap energy at F*: 64.5 nm
Rough breakdown field: 10 MV/cm
F* / rough breakdown field: 0.139
Hafnia eps_inf, eps_static: 4.5, 20.0
Hafnia mass: 0.2 electron masses; phonon: 0.07 eV
Hafnia mean-loss threshold: 0.204 MV/cm
Hafnia field with silica at F*: 0.272 MV/cm
```
